Reducing Three-Dimensional Coherent Tunnelling to the Tsu-Esaki Integral

**1. Why the total energy is the wrong argument**

An electron that leaves the source of a short transistor with 0.50 eV of kinetic energy seems able to pass a barrier 0.40 eV high. If 0.30 eV of that energy belongs to motion parallel to the barrier, 0.20 eV is left for crossing it. For the light-mass barrier treated in Section 6, the transmission probability is then 6.1×10⁻⁶, whereas it is 0.90 if the whole 0.50 eV points along the current. A current computed with the total energy in the transmission probability is therefore badly wrong. The opposite shortcut, a one-dimensional current formula with a bare Fermi function, leaves out the number of transverse states and does not even have the units of a current density. The transverse momenta must be integrated, and under stated conditions this can be done in closed form.

**2. Separation and the two launched currents**

Let x run from source (L) to drain (R). The potential energy U depends on x alone and is constant in each reservoir, with band edges U_L and U_R. A conduction valley has principal masses m_x, m_y, m_z along the device axes, and these do not depend on position. Electrons are independent, moving in a mean-field potential, and cross without inelastic scattering. A potential that depends on the charge state of a small island, as in Coulomb blockade, is outside this model.

The cross-section is wide enough for k_y and k_z to be continuous. With ψ = χ(x) exp(ik_y y + ik_z z), the Schrödinger equation becomes

−(ħ²/2m_x) χ″ + U(x) χ = E_x χ, (1)

E_x = E − E_⊥, E_⊥ = ħ²k_y²/2m_y + ħ²k_z²/2m_z. (2)

Transverse momentum has disappeared from (1), so the transmission probability is a function T(E_x).

Each reservoir is in equilibrium, with f_j(E) = 1/[1 + exp((E − μ_j)/kT)], where kT denotes the thermal energy. For spin degeneracy 2 and g equivalent valleys, the source launches

J_L = 2eg ∫_{k_x>0} d³k/(2π)³ v_x T_{L→R}(E_x) f_L(E). (3)

In the source E_x = U_L + ħ²k_x²/2m_x, hence v_x = ħk_x/m_x = (1/ħ) dE_x/dk_x and v_x dk_x = dE_x/ħ. The velocity cancels the one-dimensional density of states:

J_L = (2eg/2πħ) ∫ dE_x T_{L→R}(E_x) ∫ d²k_⊥/(2π)² f_L(E_x + E_⊥). (4)

The drain has a different wave number at the same E_x, but the same cancellation occurs with its own velocity. Its launched current J_R is (4) with f_R and T_{R→L}.

**3. Equality of the two transmission probabilities**

To subtract the currents we need the relation between the two transmission probabilities. Let χ₁ be incident from the source and χ₂ from the drain, at the same E_x above both band edges:

source side: χ₁ = e^{ik_L x} + r e^{−ik_L x}, χ₂ = t′ e^{−ik_L x};
drain side: χ₁ = t e^{ik_R x}, χ₂ = e^{−ik_R x} + r′ e^{ik_R x}. (5)

Both solve (1), so W = χ₁χ₂′ − χ₁′χ₂ has zero derivative. On the source side

W = −ik_L t′(1 + r e^{−2ik_L x}) − ik_L t′(1 − r e^{−2ik_L x}) = −2ik_L t′.

On the drain side

W = −ik_R t(1 − r′ e^{2ik_R x}) − ik_R t(1 + r′ e^{2ik_R x}) = −2ik_R t.

Thus k_L t′ = k_R t. Transmission is a ratio of fluxes, so

T_{R→L} = (k_L/k_R)|t′|² = (k_R/k_L)|t|² = T_{L→R} ≡ T(E_x). (6)

If E_x lies below one band edge, no wave propagates in that reservoir and T = 0. The energy integral therefore starts at the higher edge, E_min = max(U_L, U_R).

The net electron current from source to drain contains f_L − f_R. Each scattering state is filled by the reservoir that launches it, so no factor for an empty final state is needed. Inserting such factors would change nothing, because f_L(1 − f_R) − f_R(1 − f_L) = f_L − f_R. We use J for the magnitude of the charge current carried by this electron flow; conventional current runs the other way.

**4. The transverse integral**

Set k_y = √(2m_y) a/ħ and k_z = √(2m_z) b/ħ. Then E_⊥ = a² + b², and the elliptical energy contours have become circles. The Jacobian is 2√(m_y m_z)/ħ². In polar coordinates da db = ρ dρ dφ; the angle gives 2π, and E_⊥ = ρ² gives ρ dρ = dE_⊥/2. Hence

∫ d²k_⊥/(2π)² = [2√(m_y m_z)/ħ²] · [π/(4π²)] ∫₀^∞ dE_⊥
= [√(m_y m_z)/(2πħ²)] ∫₀^∞ dE_⊥. (7)

The infinite upper limit assumes that the parabolic band extends many kT above the occupied energies.

For the Fermi function, put u = exp[(μ − E_x − E_⊥)/kT]. Then f = u/(1 + u) and dE_⊥ = −kT du/u. As E_⊥ runs from 0 to ∞, u falls from u₀ = exp[(μ − E_x)/kT] to 0, so

∫₀^∞ dE_⊥ f(E_x + E_⊥) = kT ∫₀^{u₀} du/(1 + u) = kT ln(1 + e^{(μ−E_x)/kT}). (8)

Define the supply energy as the difference between the reservoirs:

S(E_x) = kT ln{[1 + e^{(μ_L−E_x)/kT}]/[1 + e^{(μ_R−E_x)/kT}]}. (9)

Equations (4), (6), (7) and (8) carry the prefactor (2eg/2πħ)·√(m_y m_z)/(2πħ²) = eg√(m_y m_z)/(2π²ħ³). Summing over valley groups v gives the Tsu-Esaki formula:

J = Σ_v [e g_v √(m_y m_z)/(2π²ħ³)] ∫_{E_min}^∞ dE_x T_v(E_x) S(E_x). (10)

The masses have separate roles. The transport mass m_x enters through T_v, while m_y and m_z count the transverse states.

**5. Limits, and two cases outside the formula**

*Low temperature.* When kT → 0, kT ln(1 + e^{(μ−E_x)/kT}) tends to μ − E_x for E_x < μ and to zero otherwise. With (z)₊ = max(z, 0),

S → (μ_L − E_x)₊ − (μ_R − E_x)₊. (11)

Each term is proportional to the area of a Fermi ellipse in the transverse momentum plane.

*Small bias.* Let μ_L − μ_R = eV. Differentiating (8) with respect to μ gives the Fermi function, so S ≈ eV f(E_x). The bias also changes T, but that change multiplies an S already of first order in V. To leading order

J/V = Σ_v [e² g_v √(m_y m_z)/(2π²ħ³)] ∫_{E_min}^∞ dE_x T_v⁰(E_x) f(E_x), (12)

where T_v⁰ is the zero-bias transmission. A single transverse mode would have −∂f/∂E in place of f; integrating that derivative over E_⊥ produces f.

*High classical barrier.* Let T be zero below a top U₀ and one above it, with U₀ − μ_L ≫ kT. Since ln(1 + u) ≈ u for small u,

S ≈ kT e^{(μ_L−E_x)/kT}(1 − e^{−eV/kT}).

Integration from U₀ supplies another factor kT. With Θ the absolute temperature, k the Boltzmann constant (so that the thermal energy kT is kΘ) and m₀ the electron mass,

J_cl = A₀ M Θ² e^{−(U₀−μ_L)/kT}(1 − e^{−eV/kT}), (13)
A₀ = e m₀ k²/(2π²ħ³), M = Σ_v g_v √(m_y m_z)/m₀.

This is the Richardson law with the mass factor appropriate to ellipsoidal valleys.

*A thin body.* If the body has thickness d along z and hard walls, k_z is replaced by discrete levels ε_n = π²ħ²n²/(2m_z d²). Then

J = Σ_v (2e g_v/2πħd) Σ_n ∫ dE_x T_v(E_x) ∫ dk_y/(2π) [f_L(E_n) − f_R(E_n)], (14)

with E_n = E_x + ε_n + ħ²k_y²/2m_y. The logarithm in (9) required both transverse integrals and no longer appears.

*A channel with another mass.* Suppose all channel masses are r times those of the reservoirs. Transverse momentum is still conserved, but its kinetic energy in the channel is E_⊥/r. Keeping E_x = E − E_⊥ as defined in the reservoirs gives, in the channel,

−(ħ²/2r m_x) χ″ + [U + E_⊥(1/r − 1)] χ = E_x χ. (15)

Now T depends on E_⊥ as well as E_x, and (8) cannot be applied separately. For r < 1, transverse motion raises the effective barrier.

The size of the effect follows if the dominant energies are nondegenerate, drain injection is negligible, and the small change in matching to the reservoirs is ignored. Then T(E_x, E_⊥) ≈ T₀(E_x − δ), with δ = E_⊥(1/r − 1) and T₀ the transmission of this same channel at E_⊥ = 0. Changing variable from E_x to E_x − δ brings out a factor e^{−δ/kT}. Relative to using T₀ for all transverse energies,

J/J₀ ≈ (1/kT) ∫₀^∞ dE_⊥ e^{−E_⊥/kT} e^{−E_⊥(1/r−1)/kT}
= (1/kT) ∫₀^∞ dE_⊥ e^{−E_⊥/(r kT)} = r. (16)

**6. Source-to-drain leakage in a short silicon-like channel**

Silicon with transport along [100] has two valleys with the longitudinal mass along x and four with the transverse mass along x. We take rough masses of 0.92 and 0.19 m₀, source doping of 10²⁰ cm⁻³ with every donor ionized, and 300 K, where kT = 0.02585 eV. With the source band edge at zero, charge neutrality reads

N = 6 (1/2π²)(2m_d/ħ²)^{3/2} ∫₀^∞ dE √E f_L(E), m_d = (0.92 × 0.19²)^{1/3} m₀,

and gives μ_L = 0.0652 eV. The drain has the same doping, and a drain voltage V_D = 0.50 V lowers its band edge and Fermi level together by 0.50 eV.

The barrier is prescribed. It rises as U₀ sin²(πx/2a) over a = 3 nm, stays at U₀ = 0.40 eV for 4 nm, and falls as U₀ − (U₀ + eV_D) sin²(πs/2b) over b = 4 nm, where s is the distance from the end of the plateau. The table gives the two factors of the integrand in (10) for the light-mass valleys.

E_x (eV) | T | S (eV) | T S (eV)
0.10 | 1.15×10⁻⁷ | 5.98×10⁻³ | 6.9×10⁻¹⁰
0.20 | 6.09×10⁻⁶ | 1.40×10⁻⁴ | 8.5×10⁻¹⁰
0.30 | 4.65×10⁻⁴ | 2.94×10⁻⁶ | 1.4×10⁻⁹
0.39 | 6.49×10⁻² | 9.04×10⁻⁸ | 5.9×10⁻⁹
0.50 | 0.899 | 1.28×10⁻⁹ | 1.2×10⁻⁹

From 0.10 to 0.39 eV the transmission grows by more than five orders of magnitude, but the supply falls almost as strongly. Their product changes by a factor of 8.5, so current flows over a broad range of energies below the top.

The light valleys carry 14.35 A/cm² below the barrier top and 21.81 above it. The heavy valleys carry 0.16 below and 6.98 above. The sum is

J = 14.35 + 21.81 + 0.16 + 6.98 = 43.3 A/cm²,

of which 33.5% flows below the top. Through a body 5 nm thick this current density would give 43.3 × 5×10⁻⁷ A/cm, or 2.2 nA per µm of width.

Below the top, the light valleys carry about 90 times the heavy-valley current. Transverse counting explains 4√(0.92 × 0.19)/(2 × 0.19) ≈ 4.4 of this ratio. The remaining factor of about 20 comes from the transmission. The decay constant κ under the barrier grows as √m_x, and the WKB estimate T ≈ exp(−2∫κ dx) gives a factor of about 9. The other factor of about 2 arises because the true transmission falls well below this estimate close to the top, where the heavy-valley current is concentrated.

As a test of the reduction, the triple integral (3) and its drain counterpart were evaluated directly, each with its own wave number and velocity. Direct and reduced results differ by 1.5×10⁻⁶ of the current at 0.50 V. At 0.05 V, where the drain sends back an appreciable current, they differ by 9×10⁻⁷.

The classical estimate (13) uses A₀ = 120.2 A/(cm² K²), M = 2.052 and U₀ − μ_L = 0.3348 eV:

J_cl ≈ 120.2 × 2.052 × 300² × e^{−12.95} ≈ 53 A/cm².

This exceeds the full result even though it contains no tunnelling. The computed current above the top is 28.8 A/cm², because electrons are partly reflected there; tunnelling makes up part of the deficit. An agreement between total current and the Richardson law would thus not show that tunnelling is absent.

With the rise, fall and barrier height held fixed, shortening the plateau changes the balance:

plateau 2 nm: 538 A/cm², 94.9% below the top
plateau 4 nm: 43.3 A/cm², 33.5%
plateau 6 nm: 33.2 A/cm², 7.0%
plateau 12 nm: 32.7 A/cm², 0.6%

The part above the top stays between about 27 and 33 A/cm². The growth at short length is tunnelling.

**7. Comparison with real transistors**

The masses and doping are in the range of silicon n-channel devices. The 4 nm plateau is deliberately short: gate lengths in advanced production are roughly 15 to 20 nm, although gate length and plateau length are not the same quantity. Real devices of this type break the wide-cross-section assumption. For a 5 nm body, (14) multiplies the current density by 1.59 when the barrier and the volume density of carriers are held fixed. Confinement raises the levels, but the source Fermi level also rises, to 0.110 eV, and the net effect here is an increase. At 200 nm the factor is 1.01. In this hard-wall model it depends steeply on thickness: 1.28 at 10 nm, 2.7 at 4 nm and 11 at 3 nm.

The other corrections estimated next are of similar or smaller size than the 5 nm factor at 300 K. A rough nonparabolicity of 0.5 eV⁻¹, included in the transmission alone, multiplies J by 1.15 if χ′ is kept continuous, and by 1.24 if χ′ divided by the energy-dependent mass is kept continuous instead. At fixed doping it also lowers the source Fermi level, to 0.061 eV, which multiplies J by 0.85. The combined change lies within about 6% of unity, and its sign depends on the matching rule. For a rough mobility μ_n = 200 cm²/Vs, the mean free path λ follows from equating the diffusion constant μ_n kT/e to vλ/2, where v = √(2kT/πm) is the mean forward thermal velocity; with m = 0.19 m₀ this gives λ = 8.4 nm. Taking the scattering length ℓ as the plateau plus the distance over which the potential then drops by kT, about 4.4 nm in all, the factor λ/(λ + ℓ) reduces the current above the top to 0.65 of its ballistic value. Phonon-assisted tunnelling is not included. If the channel masses were 0.8 times those of the reservoirs, the ratio in (16), computed for a light valley, would be 0.80 for both the 4 nm and 12 nm plateaus, in agreement with r.

Temperature matters more. At 358 K, with doping and barrier height above the source band edge unchanged, J rises ninefold to 390 A/cm². The prescribed barrier is also a sensitive input: by (13), lowering its top by 0.06 eV at 300 K raises the classical current about tenfold. Mobile charge is a further limit of the prescribed profile. A classical charge density equal to that at the barrier top, spread over the whole 11 nm, would shift the potential by about 10⁻⁶ eV, but this is not a measure of the full correction. On the slopes next to the reservoirs the density approaches the doping N, and a layer of width w = 1 nm at that density has the energy scale e²Nw²/ε ≈ 0.15 eV, with ε = 11.7 ε₀ the permittivity of silicon. By (13), a shift of only 0.03 eV already changes the classical current about threefold. The slopes are also very steep: the peak field is 2.1 MV/cm on the rise and 3.5 MV/cm on the fall. In one dimension their curvature next to the reservoirs would need a net positive charge of 1.4×10²⁰ and 1.8×10²⁰ cm⁻³, more than fully depleted donors supply, so this profile is not a solution of the one-dimensional Poisson equation at this doping. A prediction for a real device therefore needs a barrier computed together with the mobile charge and the gate, dopant and junction fields. For a gap of 1.12 eV, the channel valence edge lies 0.22 eV below the drain conduction edge, so direct band-to-band tunnelling has no energy window in this profile. The complete set of values is in the numerical output below.

Calculated quantities

```
masses: longitudinal 0.92, transverse 0.19 electron masses
source doping: 1.0e+20 cm^-3
barrier top 0.40 eV; drain voltage 0.50 V
rise, plateau, fall: 3.0, 4.0, 4.0 nm
temperature 300 K; kT = 0.02585 eV
source Fermi level above band edge: 0.0652 eV
barrier top above source Fermi level: 0.3348 eV
light-valley transmission and supply energy:
  Ex 0.10 eV: T 1.148e-07; S 5.982e-03 eV
  Ex 0.20 eV: T 6.085e-06; S 1.403e-04 eV
  Ex 0.30 eV: T 4.646e-04; S 2.939e-06 eV
  Ex 0.39 eV: T 6.486e-02; S 9.042e-08 eV
  Ex 0.50 eV: T 8.988e-01; S 1.283e-09 eV
current density, direct k integral and reduced formula:
  VD 0.05 V: 35.31373, 35.31370 A/cm2; rel. diff. 9.0e-07
  VD 0.50 V: 43.29714, 43.29708 A/cm2; rel. diff. 1.5e-06
sech2 solver, largest relative error: 4.7e-05
reciprocity, largest relative error: 3.9e-15
transverse mode sum, largest rel. error: 4.2e-07
Richardson constant, mass 1: 120.17 A/(cm2 K2)
sum of g sqrt(my mz): 2.0524 electron masses
classical over-barrier current: 52.732 A/cm2
light valleys below top: 14.347 A/cm2
light valleys above top: 21.811 A/cm2
heavy valleys below top: 0.160 A/cm2
heavy valleys above top: 6.979 A/cm2
total current density: 43.297 A/cm2
same J through a 5 nm body: 2.165 nA/um
share below barrier top: 33.5 %
plateau length, current density, share below top:
  2 nm: 538.020 A/cm2; 94.9 %
  4 nm: 43.297 A/cm2; 33.5 %
  6 nm: 33.229 A/cm2; 7.0 %
  8 nm: 32.723 A/cm2; 2.5 %
  12 nm: 32.686 A/cm2; 0.6 %
estimates of neglected effects:
  5 nm body: J factor 1.592; Fermi level 0.1101 eV
  200 nm body: J factor 1.0122
  nonparabolicity 0.5/eV: J factor 1.146
  channel mass ratio 0.8: full J / J with T(Eperp=0)
    plateau 4 nm 0.801; 12 nm 0.802
  at 358 K: J 389.66 A/cm2, factor 9.00
  mobility 200 cm2/Vs: free path 8.38 nm
    over-barrier backscattering factor 0.654
  classical mobile-charge shift: 1.5e-06 eV
  gap 1.12 eV: band-to-band window -0.22 eV (negative: closed)
```
